\section*{Heat Lost in Charging a Capacitor with a Slow Voltage Ramp}

\section{A clock wire that must be charged}

A clock wire on a chip ends on the gates of many transistors. To raise its voltage, charge must flow through a switch and through the wire, and both have resistance. If the switch suddenly connects the wire to a supply at voltage $V$, an amount of heat $CV^2/2$ appears in the resistance, however small that resistance is. A better conductor does not help: the current is larger and lasts for a shorter time.

The source voltage can instead be raised gradually. The capacitor then follows the source closely, the voltage across the resistance stays small, and less heat is produced. How much less depends on the ramp time $T$ compared with the time constant $\tau=RC$.

The model is a constant resistance $R$ in series with a constant capacitance $C$, initially empty. An ideal source supplies
\begin{equation}
u(t)=\begin{cases} Vt/T, & 0\le t\le T,\\ V, & t>T. \end{cases}
\end{equation}
The capacitor voltage is $v(t)$, its charge is $q=Cv$, and the current $i=dq/dt$ is positive when it charges the capacitor. Let $E$ be the total heat produced in $R$ during one charging, including the heat released after the ramp has ended, while the capacitor catches up. The result is
\begin{equation}
E=CV^2\,\frac{\tau}{T}\left[1-\frac{\tau}{T}\left(1-e^{-T/\tau}\right)\right].
\label{eq:main}
\end{equation}
For $T\gg\tau$ the bracket tends to 1, so the ratio of $E$ to $CV^2\,RC/T$ tends to 1, while $E$ itself tends to zero. Two derivations follow. The first adds up the heat as it is produced; the second compares the work done by the source with the energy stored.

\section{First derivation: adding up the Joule heat}

\subsection{The current}

The voltage across the resistor is the lag of the capacitor behind the source, $w=u-v$. Ohm's law gives $w=Ri=RC\,dv/dt$, so $dv/dt=w/\tau$. During the ramp $du/dt=V/T$, and therefore
\begin{equation}
\frac{dw}{dt}=\frac{V}{T}-\frac{w}{\tau},\qquad w(0)=0 .
\end{equation}
Multiplying by $e^{t/\tau}$ turns the terms in $w$ into a single derivative:
\begin{equation}
\frac{d}{dt}\left(w\,e^{t/\tau}\right)=\frac{V}{T}\,e^{t/\tau}.
\end{equation}
Integration from 0 to $t$ gives $w\,e^{t/\tau}=(V\tau/T)(e^{t/\tau}-1)$, hence
\begin{equation}
w(t)=\frac{V\tau}{T}\left(1-e^{-t/\tau}\right),\qquad
i(t)=\frac{w}{R}=\frac{CV}{T}\left(1-e^{-t/\tau}\right).
\label{eq:lag}
\end{equation}
After a few time constants the current settles at $CV/T$, the current needed to make the capacitor voltage rise as fast as the source. The lag settles at $V\tau/T$.

\subsection{Heat during the ramp}

Write $x=T/\tau$ and $p=e^{-x}$. The heat produced up to time $T$ is
\begin{align}
E_{\rm ramp}&=R\left(\frac{CV}{T}\right)^2\int_0^T\left(1-2e^{-t/\tau}+e^{-2t/\tau}\right)dt\\
&=\frac{CV^2\tau}{T^2}\left[T-2\tau(1-p)+\frac{\tau}{2}(1-p^2)\right]\\
&=\frac{CV^2}{x^2}\left[x-2(1-p)+\frac{1-p^2}{2}\right].
\label{eq:ramp}
\end{align}
The second line uses $RC^2=C\tau$, and the third takes a factor $\tau$ out of the bracket.

\subsection{Heat in the tail}

At time $T$ the source stops rising, but the capacitor is still behind by $w(T)=(V/x)(1-p)$. From then on $dw/dt=-w/\tau$, so the lag decays exponentially and produces
\begin{equation}
E_{\rm tail}=\frac{w(T)^2}{R}\int_0^\infty e^{-2s/\tau}ds
=\frac{w(T)^2}{R}\,\frac{\tau}{2}
=\frac{C\,w(T)^2}{2}
=\frac{CV^2}{2x^2}(1-p)^2 .
\label{eq:tail}
\end{equation}
The abrupt step is the case in which the initial lag is the whole voltage $V$. The same integral then gives $CV^2/2$, and $R$ has cancelled because $\tau/R=C$.

\subsection{The sum}

The quadratic terms of the two parts combine to
\begin{equation}
\frac{1-p^2}{2}+\frac{(1-p)^2}{2}=\frac{1-p^2+1-2p+p^2}{2}=1-p .
\end{equation}
Hence
\begin{equation}
E=\frac{CV^2}{x^2}\left[x-2(1-p)+(1-p)\right]=CV^2\,\frac{x-1+e^{-x}}{x^2},
\label{eq:x}
\end{equation}
which is Eq.~\eqref{eq:main}.

\section{Second derivation: work done by the source}

\subsection{Heat as charge times mean lag}

The source does the work $W=\int u\,i\,dt=\int u\,dq$. When charging is complete, the capacitor holds the charge $CV$ and the energy $CV^2/2$. The rest of the work has become heat:
\begin{equation}
E=W-\tfrac12 CV^2 .
\label{eq:balance}
\end{equation}
Integrate the work by parts. At the start $uq=0$, at the end $uq=CV^2$, and $du/dt$ differs from zero only during the ramp, where it equals $V/T$. Thus
\begin{equation}
W=CV^2-\int q\,\frac{du}{dt}\,dt=CV^2-\frac{CV}{T}\int_0^T v\,dt .
\end{equation}
Since $\int_0^T u\,dt=VT/2$, the energy $CV^2/2$ can be written as $(CV/T)\int_0^T u\,dt$. Equation~\eqref{eq:balance} becomes
\begin{equation}
E=\frac{CV^2}{2}-\frac{CV}{T}\int_0^T v\,dt
=CV\left[\frac1T\int_0^T(u-v)\,dt\right].
\label{eq:meanlag}
\end{equation}
The heat is the total charge times the lag averaged over the ramp. The tail is included, although the average stops at $T$, because the energy balance was taken at the end of charging. In a very fast ramp $v$ stays near zero while $u$ sweeps from 0 to $V$. The mean lag is then $V/2$, and the heat is $CV^2/2$.

\subsection{Inserting Ohm's law}

So far the resistance has not been used. With constant $R$ the lag is $u-v=\tau\,dv/dt$, whose integral is $\tau v(T)$. Therefore
\begin{equation}
E=CV\,\frac{\tau}{T}\,v(T).
\label{eq:vT}
\end{equation}
The slow limit can be read off here: a slow ramp leaves the capacitor almost fully charged at time $T$, so $v(T)\to V$ and $E\to CV^2\tau/T$.

For the full result, regard the ramp as a succession of small steps. The step made between $s$ and $s+ds$ has height $V\,ds/T$. By time $T$ the capacitor has followed it by the fraction $1-e^{-(T-s)/\tau}$. The circuit is linear, so the responses add:
\begin{equation}
v(T)=\frac VT\int_0^T\left[1-e^{-(T-s)/\tau}\right]ds
=V\left[1-\frac{\tau}{T}\left(1-e^{-T/\tau}\right)\right].
\end{equation}
Inserted in Eq.~\eqref{eq:vT}, this gives Eq.~\eqref{eq:main} again, without any integral of $i^2$.

\section{Fast and slow limits}

For a fast ramp, $x\ll1$, expand $e^{-x}=1-x+x^2/2-x^3/6+\dots$ in Eq.~\eqref{eq:x}. The first two terms cancel $x-1$, leaving
\begin{equation}
\frac{E}{CV^2}=\frac12-\frac x6+\dots
\end{equation}
For a slow ramp, $e^{-x}$ is negligible and
\begin{equation}
\frac{E}{CV^2}\simeq\frac1x\left(1-\frac1x\right).
\end{equation}
The slow law $CV^2/x$ is therefore too high by a relative amount of about $\tau/T$. It describes slow ramps only: for $T<2\tau$ it exceeds even the step value $CV^2/2$.

The slow law has a simple reading. A current $CV/T$ produces the power $R(CV/T)^2$ for a time $T$. Doubling the ramp time halves the current, quarters the power and doubles its duration, so the heat is halved. Resistance now matters, in contrast to the abrupt step.

Other slow waveforms can be treated in the same way. If $du/dt$ changes little within a time $\tau$, the current is close to $C\,du/dt$, and to leading order
\begin{equation}
E\simeq RC^2\int_0^T\left(\frac{du}{dt}\right)^2dt .
\label{eq:slow}
\end{equation}
For the raised cosine $u=(V/2)[1-\cos(\pi t/T)]$ the slope is $(\pi V/2T)\sin(\pi t/T)$. The mean of $\sin^2$ over the ramp is $1/2$, so
\begin{equation}
E\simeq RC^2\,\frac{\pi^2V^2}{4T^2}\,\frac T2=\frac{\pi^2}{8}\,CV^2\frac{\tau}{T}.
\end{equation}
At $T=100\,RC$, integrating the circuit equation in time gives a factor of 1.2325, against $\pi^2/8=1.2337$. No waveform that rises from 0 to $V$ in time $T$ makes Eq.~\eqref{eq:slow} smaller than the linear ramp does. Expanding $\int_0^T(du/dt-V/T)^2dt\ge0$ and using $\int_0^T(du/dt)\,dt=V$ gives $\int_0^T(du/dt)^2dt\ge V^2/T$. This concerns the leading order only; at finite $T/\tau$ the linear ramp is not the waveform of least heat. A source that drives a constant current, bringing the capacitor to a voltage $v_1$ at time $T$, and then jumps to $V$ produces $C\tau v_1^2/T+C(V-v_1)^2/2$. This is smallest at $v_1=xV/(x+2)$, where it equals $CV^2/(x+2)$: at $x=10$, $0.083\,CV^2$ against $0.090\,CV^2$ for the linear ramp.

\section{Where the saved energy goes}

On a downward ramp from $V$ to 0, the source voltage is $V$ minus that of the upward ramp. By linearity the current is reversed and otherwise unchanged, so the heat is again $E$. The capacitor gives up $CV^2/2$, and the source receives $CV^2/2-E$. A complete cycle costs $2E$, provided that the source holds its voltage for several $\tau$ after each ramp, so that charging and discharging are complete, and that it can store and reuse what it receives. Without the hold the capacitor swings by less than $V$ and the heat per cycle is smaller: for a triangular wave with $T=10\tau$ it is 11\% below $2E$.

The ramp must also be generated efficiently. Suppose that a linear regulator, which passes the load current from a fixed rail at voltage $V$, shapes the ramp. The rail delivers the charge $CV$ at voltage $V$ and so does the work $CV^2$. Of this, $CV^2/2$ is stored. The other half is lost in the regulator and the resistor together, for any ramp time. The slow ramp has merely moved heat from the resistor to the regulator.

\section{Numbers for a copper clock wire}

Take a copper wire of length $100\ \mu$m and cross-section $100\ \mathrm{nm}\times200\ \mathrm{nm}$, with an effective resistivity of $3\ \mu\Omega\,$cm. Its resistance is
\begin{equation}
R_w=\frac{(3\times10^{-8}\ \Omega\,\mathrm m)(10^{-4}\ \mathrm m)}{2\times10^{-14}\ \mathrm m^2}=150\ \Omega .
\end{equation}
A switch of $R_s=350\ \Omega$ brings the total to $R=500\ \Omega$. The wire capacitance $C_w=20$~fF and the gate load $C_L=180$~fF add up to $C=200$~fF. Hence $\tau=100$~ps. With $V=0.8$~V, $CV^2=128$~fJ, and an abrupt step costs 64~fJ. Time integration gives the same 64~fJ when $R$ is tripled.

For $T=1$~ns, $x=10$ and $e^{-x}$ is negligible. Equations~\eqref{eq:ramp} and \eqref{eq:tail} give
\begin{align}
E_{\rm ramp}&=\frac{128\ \mathrm{fJ}}{100}\,(10-2+0.5)=10.88\ \mathrm{fJ},\\
E_{\rm tail}&=\frac{128\ \mathrm{fJ}}{200}=0.64\ \mathrm{fJ}.
\end{align}
The total is 11.52~fJ ($1.152\times10^{-14}$~J), smaller than the step value by a factor of 5.6. The second derivation reaches it differently: the lag at the end of the ramp is 80~mV, so $v(T)=0.72$~V and the mean lag is $\tau v(T)/T=72$~mV. Multiplied by the charge of 160~fC, this is again 11.52~fJ.

\begin{center}
\begin{tabular}{rrr}
$T$ (ps) & $E$ (fJ) & $CV^2\tau/T$ (fJ)\\
10 & 61.92 & 1280\\
100 & 47.09 & 128\\
1000 & 11.52 & 12.80\\
10000 & 1.267 & 1.280
\end{tabular}
\end{center}

Direct time integration agrees with Eq.~\eqref{eq:main} to all digits shown here; the numerical output lists both. The slow law is 11\% above the full result at 1~ns and about 1\% above it at 10~ns.

While charging, the source does 75.52~fJ of work, and on the way down it receives 52.48~fJ. The difference, 23.04~fJ, is the heat of the cycle. A linear regulator would lose the same 52.48~fJ during charging. The two numbers agree because the regulator loss is $CV^2-W=CV^2/2-E$, which is also the energy returned on the way down.

\section{What each derivation assumes}

Both derivations take the source to follow the prescribed voltage, and all the current to end up as charge on one constant capacitance. They differ in what else they need.

The first needs Joule's law and an explicit solution for the current. It does not use the formula for the stored energy, and it shows when the heat is released. If $R$ changes during charging, the current must be solved for anew, and Eq.~\eqref{eq:main} no longer holds in general.

The second needs the stored energy $CV^2/2$, complete charging and a linear ramp. Up to Eq.~\eqref{eq:meanlag} it allows any series element that holds no energy at the start or the end. This makes it the better tool for two corrections.

If the switch resistance depends on voltage, the lag is $R(v)\,C\,dv/dt$, and Eq.~\eqref{eq:meanlag} becomes
\begin{equation}
E=\frac{C^2V}{T}\int_0^{v(T)}R(v)\,dv .
\end{equation}
Let the switch resistance vary as $R_s[1-0.4\cos(2\pi v/V)]$, which is highest at mid-swing and has the average $R_s$. In the slow limit $v(T)\to V$ and the variation averages out. At 1~ns the integral stops short of $V$. The part it omits is smaller than for a constant resistance, for two reasons: the resistance is low there, and the low resistance also lets the capacitor follow more closely, so that $v(T)$ is nearer to $V$. The heat rises by 3.8\%.

A series inductance $L$ adds $L\,di/dt$ to the lag, and hence $L\,i(T)$ to its integral. With $i(T)\simeq CV/T$, the heat increases by the fraction
\begin{equation}
\frac{L\,CV/T}{RC\,v(T)}=\frac{L}{RT}\,\frac{V}{v(T)} .
\end{equation}
For $L=100$~pH this is 0.022\%, which is also the simulated change.

Leakage breaks an assumption of both derivations, since some of the current never becomes stored charge. A leakage conductance $G$ across the capacitor produces, for $v\simeq Vt/T$, the heat $\int_0^TGv^2dt=GV^2T/3$ during the ramp. This grows with $T$ while the resistive heat falls. Setting the derivative of their sum to zero gives
\begin{equation}
-\frac{CV^2\tau}{T^2}+\frac{GV^2}{3}=0,\qquad T_{\rm best}=\sqrt{\frac{3C\tau}{G}} .
\end{equation}
For a leakage of 100~nA at 0.8~V, $T_{\rm best}=21.9$~ns. The simulated loss there is 1.17~fJ, compared with 1.45~fJ at half that time and 1.46~fJ at twice that time. These numbers are for an ohmic leak, which real transistor leakage is not. A current $I_0(v/V)^n$ produces the heat $I_0VT/(n+2)$ and gives $T_{\rm best}=\sqrt{(n+2)C\tau V/I_0}$, about 31~ns for $n=4$ and the same 100~nA. With leakage, then, the loss does not tend to zero for ever slower ramps. Leakage while the voltage is held afterwards is not counted.

\section{The model beside a real chip}

The wire, load and switch values are rough ones for a mid-level copper wire on a FinFET chip. The 1~ns ramp is not typical: clock edges in fast logic last roughly tens of picoseconds. At $T=10$~ps the heat is 61.9~fJ, only 3\% below the step value, and at 50~ps it is 15\% below, so a large saving requires a circuit that can afford slow edges. Of the corrections sized in this section, the largest is the energy needed to operate the switch. A switch gate of 8~fF, driven abruptly through 0.8~V once per up-and-down cycle, costs 5.12~fJ, or 22\% of the 23.04~fJ of heat. The 8~fF is an assumed and generous value; the share scales with it, and below about 2~fF it falls under the heating correction given next. A step driver has gates to operate as well. Heating the wire by 75~K, with an assumed temperature coefficient of 0.003 per kelvin (on the high side for copper of this resistivity) and the switch held fixed, raises the heat by 6\%. Spreading the wire capacitance along the wire lowers it by 2.6\%, because the current that charges the near part of the wire does not cross its whole resistance. The voltage dependence of the gate capacitance, which makes up most of the load, is not sized here; with a capacitance $C(v)$ even the step heat becomes $\int_0^V(V-v)\,C(v)\,dv$, which in general is not half of the charge times $V$. Two further losses are not included in this section: those of the ramp generator, which for a linear regulator cancel the whole saving, as shown above, and the current that flows straight through the receiving gates while their input is between its two logic levels. Both reduce the benefit of a slow ramp. The second grows with the ramp time, and if the receiving gates are ordinary inverters it can exceed the whole saving at 1~ns. The saving calculated here is therefore that of the charging path alone, not of the complete clock circuit.

\section*{Table of computed values}
\begin{verbatim}
Wire: 100 um long, 100 nm x 200 nm
Effective resistivity: 3.0 uOhm cm
Wire resistance: 150 Ohm
Switch resistance: 350 Ohm
Total resistance R: 500 Ohm
Wire capacitance: 20 fF (0.2 fF/um)
Load capacitance: 180 fF; total C: 200 fF
Swing V: 0.8 V; time constant RC: 100.0 ps
C V^2: 128.00 fJ
Step heat, simulated: 64.000 fJ
Step heat with 3R, simulated: 64.000 fJ
Ramp T (ps) | simulated (fJ) | formula (fJ) | slow law (fJ)
      10 | 61.9190 | 61.9190 | 1280.0000
     100 | 47.0886 | 47.0886 | 128.0000
    1000 | 11.5201 | 11.5201 | 12.8000
   10000 | 1.2672 | 1.2672 | 1.2800
Main ramp time T: 1000 ps; T/RC: 10.0
Lag at ramp end: 80.00 mV
Heat during ramp: 10.880 fJ
Heat in tail: 0.640 fJ
Total heat: 11.520 fJ
Step heat / ramp heat: 5.56
Slow law excess over exact: 11.1 %
Source work while charging: 75.520 fJ
Energy returned on down-ramp: 52.480 fJ
Heat of up-down cycle: 23.040 fJ
Linear regulator loss: 52.480 fJ
Regulator plus resistor loss: 64.000 fJ
Peak current, ramp: 160.0 uA; step: 1600 uA
Peak density, ramp: 0.80 MA/cm2
Peak density, step: 8.00 MA/cm2
Raised-cosine factor at T = 100 RC: 1.2325
pi^2/8: 1.2337
Switch gate: 8 fF, 5.12 fJ per on-off cycle
Gate energy / up-down heat: 22.2 %
Wire temperature coefficient: 0.003 per K
Heat change, wire 75 K hotter: +5.95 %
Heat change, distributed wire: -2.61 %
Heat change, 40 % switch variation: +3.78 %
Wire inductance: 100 pH
Heat change, inductance: +0.022 %
Leakage: 100 nA at full swing
Leakage heat in main ramp: 0.0195 fJ
Best ramp time with leakage: 21.9 ns
Loss at best ramp time, simulated: 1.166 fJ
Loss at half and twice that time: 1.450, 1.460 fJ
\end{verbatim}
